# An Isomer-Shift Regression Slope Is Not the Nuclear Calibration Constant

Suppose that isomer shifts have been fitted against electron densities from a nonrelativistic calculation, and that a better, relativistic density is now available for a new compound. May the old slope be multiplied by the new density difference? May the slope be turned into the change of nuclear radius in the Mössbauer transition? Both answers would be yes if the slope were a property of the nucleus. For the iron ions treated below, the first step makes a shift 28% too large in magnitude, and the second makes the radius change too large by the same fraction.

## The belief and its appeal

The belief is this: the isomer shift is linear in the electron density at the nucleus, with a coefficient made of nuclear quantities alone; therefore a straight-line fit of shifts to computed densities measures that coefficient, and a high correlation shows that the measurement is good.

The first half is correct to leading order in the nuclear change. The fitted slope also has the units and sign of the nuclear constant, and it often predicts shifts well. The gap lies in the word "computed": the law holds for the true density, and the fit uses another one.

## What the nuclear constant is

Atomic units are used in the derivation. Let the nucleus have charge $Z$ and normalized Gaussian charge distribution $n(r)$ with mean square radius $\langle r^2\rangle$. With $t=\langle r^2\rangle/6$,

$$n(r)=(4\pi t)^{-3/2}e^{-r^2/4t}.$$

Differentiation with respect to $t$, and separately with respect to position, gives the same result:

$$\frac{\partial n}{\partial t}=\left(\frac{r^2}{4t^2}-\frac{3}{2t}\right)n=\nabla^2 n .$$

The potential energy of an electron is $V(\mathbf r)=-Z\int n(r')\,|\mathbf r-\mathbf r'|^{-1}d^3r'$. We differentiate it, replace $\partial n/\partial t$ by $\nabla'^2n$, and move the Laplacian onto the Coulomb kernel by two partial integrations, whose surface terms vanish. Since $\nabla'^2|\mathbf r-\mathbf r'|^{-1}=-4\pi\delta(\mathbf r-\mathbf r')$,

$$\frac{\partial V}{\partial t}=4\pi Z\,n(r),\qquad
\frac{\partial V}{\partial\langle r^2\rangle}=\frac16\frac{\partial V}{\partial t}=\frac{2\pi Z}{3}\,n(r).$$

A self-consistent energy is stationary under changes of the orbitals. If the basis does not depend on the nuclear size, the Hellmann–Feynman theorem leaves only the explicit derivative of $V$:

$$\frac{dE}{d\langle r^2\rangle}=\frac{2\pi Z}{3}\,\rho,\qquad \rho=\int\rho_e(\mathbf r)\,n(r)\,d^3r .$$

Here $\rho_e$ is the electron number density and $\rho$ its average over the nuclear charge. The derivation uses no kinetic energy operator, so it covers Schrödinger and Dirac electrons alike.

Let $D$ be $\langle r^2\rangle$ of the excited nucleus minus that of the ground state. To first order in $D$, the electrons change the transition energy by $(2\pi Z/3)\rho D$. The shift is the velocity that makes the source photon, of energy $E_\gamma$, match the absorber. It is positive for approach and equals $c$ times the energy difference, absorber minus source, divided by $E_\gamma$. With a reference material in place of the source, and thermal shifts assumed removed,

$$\delta_i=\alpha(\rho_i-\rho_{\rm ref}),\qquad \alpha=\frac{c}{E_\gamma}\,\frac{2\pi Z}{3}\,D .$$

This $\alpha$ contains no basis set, functional or electronic Hamiltonian. It is the nuclear calibration constant.

## What the regression returns

Let $\rho_c$ be the computed density. Means, variances and covariances are taken over the ions in the fit. The least-squares slope of $\delta$ against $\rho_c$ is

$$b=\frac{\mathrm{Cov}(\rho_c,\delta)}{\mathrm{Var}(\rho_c)}=\alpha\,\frac{\mathrm{Cov}(\rho_c,\rho)}{\mathrm{Var}(\rho_c)},$$

because the constant $\rho_{\rm ref}$ has no covariance with anything. Now split the computed density into a part linear in the true one and a remainder:

$$\rho_c=a+k\rho+e,\qquad k=\frac{\mathrm{Cov}(\rho_c,\rho)}{\mathrm{Var}(\rho)},\qquad \mathrm{Cov}(\rho,e)=0 .$$

The last equation follows from the choice of $k$. Then $\mathrm{Cov}(\rho_c,\rho)=k\,\mathrm{Var}(\rho)$ and $\mathrm{Var}(\rho_c)=k^2\mathrm{Var}(\rho)+\mathrm{Var}(e)$. The squared correlation of computed and true density is

$$R^2=\frac{\mathrm{Cov}(\rho_c,\rho)^2}{\mathrm{Var}(\rho)\mathrm{Var}(\rho_c)}=\frac{k^2\,\mathrm{Var}(\rho)}{k^2\,\mathrm{Var}(\rho)+\mathrm{Var}(e)} .$$

Inserting these expressions into $b$ gives

$$b=\alpha\,\frac{k\,\mathrm{Var}(\rho)}{k^2\,\mathrm{Var}(\rho)+\mathrm{Var}(e)}=\alpha\,\frac{R^2}{k}.$$

The three kinds of density error thus act differently. A constant error $a$ has no effect on the slope, however large it is. A proportional error enters as $1/k$. Scatter lowers $R^2$ and with it $|b|$. Equality $b=\alpha$ requires $R^2=k$, which can also come about by compensation.

Two special cases show what the correlation can and cannot tell. With two ions, $e$ vanishes and $R^2=1$ whatever the theory, yet $b=\alpha\,\Delta\rho/\Delta\rho_c$ still carries the whole proportional error. The other case is the reversed fit, $\rho_c$ against $\delta$. For error-free shifts its slope is

$$\frac{\mathrm{Cov}(\rho_c,\delta)}{\mathrm{Var}(\delta)}=\frac{\alpha k\,\mathrm{Var}(\rho)}{\alpha^2\,\mathrm{Var}(\rho)}=\frac{k}{\alpha}.$$

Its inverse is $\alpha/k$: reversing the axes removes the effect of scatter but leaves $k$ in place.

Nor can more shifts of the same kind remove it. The law contains only the product of $\alpha$ and a density difference. If all true density differences are multiplied by $\lambda$ and $\alpha$ is divided by $\lambda$, every shift stays the same. Shifts alone therefore cannot separate $\alpha$ from $k$; that takes independent knowledge of the densities or of the nucleus.

## A model world in which the truth is known

For measured shifts the true densities are unknown, so the claim is best shown where they are known by definition. Six configurations of free iron ions are treated as spherical, spin-restricted averages. The reference is a Dirac calculation in a large Gaussian basis with the local exchange potential

$$v_x=-\tfrac32\,x\,(3\rho_e/\pi)^{1/3},\qquad x=\tfrac23 .$$

It defines the "true" densities of this world and is no substitute for experiment: it omits correlation, spin polarization, multiplets, the Breit interaction, quantum electrodynamics and ligands.

The nucleus has a root-mean-square radius of 3.7 fm, $D=-0.025$ fm², and $E_\gamma=14$ keV, all rounded inputs of the size known for iron. They give $\alpha=-0.2833\ a_0^3$ mm/s. The negative sign of $D$ makes the shift fall as the density rises.

The "observed" shifts were computed without the formula for $\alpha$, from the reference electron densities and the explicit difference between the potentials of the excited and the ground-state nucleus. Their regression on the reference densities gives $b/\alpha=1.0000$, a test that could have failed. In another test, the derivative of the total energy of Fe³⁺ with respect to nuclear size gave a density of 14854.85 $a_0^{-3}$, against 14852.85 from direct averaging. The difference, about one part in 7000, comes from the finite step of ±20% in $\langle r^2\rangle$ used for the derivative. This confirms the Hellmann–Feynman relation, not the density itself: the relation holds in any basis that does not depend on the nuclear size, so a basis lacking tight functions would pass the test with a density that is far too low. The differences between ions, which are at most 13.5 $a_0^{-3}$, were not checked in this way.

The same shifts were then regressed on densities from other levels of theory. "Cut" means that Gaussians with exponents above $9.03\times10^3\ a_0^{-2}$ were removed.

| Level | $b/\alpha$ | $k$ | $R^2$ |
|---|---|---|---|
| Schrödinger | 1.279 | 0.781 | 0.9993 |
| Dirac, cut | 1.378 | 0.726 | 0.999997 |
| Schrödinger, cut | 1.512 | 0.661 | 0.9993 |
| Dirac, $x=1$ | 0.815 | 1.221 | 0.9953 |
| Schrödinger, cut, $x=1$ | 1.230 | 0.807 | 0.9916 |

The nucleus is the same in every row, while the slope runs from 0.815 to 1.512 times its constant. For the first row the formula gives $R^2/k=0.9993/0.7813=1.279$, as fitted.

The second row refutes the argument from correlation most directly. It has the highest $R^2$ in the table, yet its slope is wrong by 38% of $\alpha$. Read as a nuclear property, it would give $D=1.378\times(-0.025)=-0.034$ fm².

## Where the factors come from

**Relativity.** Close to the nucleus, but outside its charge, $Z/r$ outweighs the orbital energy and the screening. For an s electron the radial Dirac equations, with large component $P$ and small component $Q$, reduce to

$$c\left(P'-\frac Pr\right)=\frac Zr\,Q,\qquad c\left(-Q'-\frac Qr\right)=\frac Zr\,P .$$

The rest-energy term $2c^2Q$ has been dropped as well, which is justified for $r\ll Z/2c^2$. Setting $P=p\,r^\gamma$ and $Q=q\,r^\gamma$ gives $c(\gamma-1)p=Zq$ and $-c(\gamma+1)q=Zp$. Multiplying the two equations and cancelling $pq$ gives $c^2(1-\gamma^2)=Z^2$, so

$$\gamma=\sqrt{1-Z^2/c^2},\qquad \rho_e\propto\frac{P^2+Q^2}{r^2}\propto r^{2\gamma-2}.$$

For iron $2\gamma-2\approx-Z^2/c^2\approx-0.036$. The Dirac density keeps rising slowly towards the nucleus, where the Schrödinger density levels off to a finite value.

For the 1s state of a point charge this factor is not limited to $r\ll Z/2c^2\approx0.0007\ a_0$. Inserting $P=p\,r^\gamma e^{-Zr}$ and $Q=q\,r^\gamma e^{-Zr}$ into the full radial equations, with the rest-energy term and the orbital energy $c^2(\gamma-1)$ restored, solves them at every $r$ with the same $\gamma$ and $q/p$. The density is then proportional to $r^{2\gamma-2}e^{-2Zr}$, against $e^{-2Zr}$ for a Schrödinger electron, so the ratio of the two follows the power law at all distances. In the one-electron ion Fe²⁵⁺ the ratio of Dirac to Schrödinger density is 1.255 for 1s and 1.298 for 3s. The regression factor of 1.279 is of similar size.

The ion densities show that this factor is not even one number. From 3d⁷ to 3d⁴ the Dirac density rises by $14856.807-14849.091=7.716\ a_0^{-3}$ and the Schrödinger density by $11803.949-11797.688=6.261\ a_0^{-3}$, a ratio of 1.23. Adding a 4s electron to 3d⁶ raises them by 7.270 and 5.567 $a_0^{-3}$, a ratio of 1.31. (The absolute Dirac densities carry a numerical uncertainty of about 0.02 $a_0^{-3}$, nearly the same for all ions; the differences are stable to about 0.001 $a_0^{-3}$.) The slope thus depends on the choice of ions too: a series that varies in 3d occupation and one that varies in 4s occupation give different "constants".

**Basis.** A Gaussian of exponent $\zeta$ has the width $\zeta^{-1/2}$. The tightest function of the cut basis is therefore about 0.0105 $a_0$ wide, some 150 times the nuclear radius. Every Gaussian is flat at the origin, so the cut basis cannot follow the density further in. In that region all s functions of an ion have nearly the same shape, because their energies hardly matter beside $Z/r$. The loss is then nearly the same fraction for each of them, which accounts for a large proportional error with almost no scatter.

With Schrödinger electrons the cut raises the slope by a factor of 1.182, with Dirac electrons by 1.378. The extra loss is the relativistic rise between the two lengths. With the power law of the 1s state it is roughly $150^{0.036}\approx1.20$. The computed ratio is $1.378/1.182=1.17$. The estimate treats both lengths as sharp edges, so closer agreement is not to be expected.

**Functional.** Raising $x$ from 2/3 to 1 gives $k=1.22$ and makes the slope 18% too small. The single density differences are all too large, but by unequal amounts: 15 to 17% for adding a 4s electron, 24 to 72% for removing a 3d electron. It also gives more scatter than relativity or the basis, so this error is less close to a common factor.

## Why the errors cannot be divided out one by one

One might hope to save the nuclear constant by tabulating one correction factor for each defect. The product of the three single factors is $1.279\times1.378\times0.815=1.44$. With all three defects present the fit gives 1.23. Most of the mismatch comes from relativity and basis: a basis without tight functions misses much of the relativistic rise, so the two losses overlap and must not be counted twice.

The last row of the table carries a further warning. The level with three defects has a slope closer to $\alpha$ than the one whose single defect is the Schrödinger equation, 1.230 against 1.279, because the exchange error acts in the opposite direction. A slope near an accepted nuclear value is therefore no proof of good densities.

## What the slope is good for

A slope that is not $\alpha$ can still be a useful calibration. From Fe²⁺ 3d⁶ to Fe³⁺ 3d⁵ the Schrödinger density rises by 2.082 $a_0^{-3}$. With the Schrödinger slope,

$$-0.3623\times2.082=-0.754\ \text{mm/s},$$

against a true shift of $-0.725$ mm/s, an error of 4% of that shift. The factor $k$ in the density and the factor $1/k$ in the slope cancel. When each ion in turn was left out of the Schrödinger fit and then predicted, the worst error was 0.07 mm/s, in a set of shifts that spans 3.8 mm/s.

The cancellation is lost when levels are mixed. The Dirac density rises by 2.560 $a_0^{-3}$ between the same ions, and the Schrödinger slope turns this into

$$-0.3623\times2.560=-0.927\ \text{mm/s},$$

which is the 28% error named at the start. The better density gives the worse shift, because the slope had been adjusted to the poorer one.

The decision is then clear. For predicting shifts, use the slope fitted at the same Hamiltonian, basis and functional, on ions or compounds whose densities vary for similar reasons, and refit when any of these changes. For the nuclear radius change, a good fit is not enough: one needs evidence that $k$ is close to one. Convergence of the basis and a four-component Dirac density remove two of the errors shown here. A two-component Hamiltonian does so only if the density operator is transformed along with it (the picture-change correction); otherwise, with tight basis functions, the density at the nucleus comes out much too large. The error of the functional remains, and with it an uncertainty in $\alpha$ that no correlation coefficient reveals. The numerical output below lists the shifts of all ions and the slopes at all levels.

## Table of computed values

```
nuclear rms radius 3.7 fm, change of <r^2> -0.025 fm^2
gamma energy 14.0 keV
nuclear constant alpha = -0.2833 a0^3 mm/s
largest exponent: large 2.55e+08, cut 9.03e+03 a0^-2
Fe25+ Dirac 1s: basis -341.0978, analytic -341.0978 Eh
Fe8+ rho(0): radial 9995.56, PySCF 9995.56 a0^-3
Fe3+ rho from dE/d<r^2> 14854.85, averaged 14852.85 a0^-3
ion: rho Dirac, rho Schroedinger (a0^-3), shift (mm/s)
  Fe+  3d7      14849.091 11797.688 +0.3399
  Fe2+ 3d6      14850.291 11798.684 +0.0000
  Fe3+ 3d5      14852.851 11800.766 -0.7251
  Fe4+ 3d4      14856.807 11803.949 -1.8459
  Fe+  3d6 4s1  14857.561 11804.251 -2.0593
  Fe2+ 3d5 4s1  14862.564 11808.246 -3.4766
level: slope b (a0^3 mm/s), b/alpha, k, R2
  Dirac reference      -0.2833 1.0000 1.0000 1.000000
  Schroedinger         -0.3623 1.2790 0.7813 0.999322
  Dirac, cut basis     -0.3903 1.3777 0.7259 0.999997
  Schroed., cut basis  -0.4283 1.5119 0.6609 0.999275
  Dirac, exchange 1    -0.2309 0.8152 1.2209 0.995333
  Schr., cut, exch. 1  -0.3483 1.2296 0.8065 0.991648
level: inferred change of <r^2> (fm^2), worst left-out error (mm/s)
  Dirac reference      -0.02500 0.00000
  Schroedinger         -0.03198 0.07412
  Dirac, cut basis     -0.03444 0.00537
  Schroed., cut basis  -0.03780 0.07672
  Dirac, exchange 1    -0.02038 0.21005
  Schr., cut, exch. 1  -0.03074 0.24982
range of the shifts = 3.8165 mm/s
Fe25+ Dirac/Schroedinger density ratio 1s, 2s, 3s: 1.2553, 1.2959, 1.2983
basis factor: Dirac 1.3777, Schroedinger 1.1821
product of three single factors 1.4365, all errors together 1.2296
Fe3+ - Fe2+ shift: true -0.7251, mixed levels -0.9274 mm/s
```
